# Why a uniform polar angle is not diffuse wall emission: a program that tests the result

```python
"""
Diffuse wall emission has probability cos(theta)/pi per solid angle, so
sin(theta)**2 is uniform on (0,1). Uniform theta is a different law.
theta: angle from inward wall normal; phi: azimuth about that normal.
Lengths are in hole diameters; fluxes are relative to the mouth flux.
beta: probability that one impact removes a molecule from the gas.
The tests use gas kinetics, ray tracing, quadrature and ring exchange.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(20517)
RADIUS = 0.5


def cosine_angles(n):
    return np.arcsin(np.sqrt(rng.random(n)))


def uniform_angles(n):
    return 0.5 * np.pi * rng.random(n)


def cosine_density(theta):
    return np.sin(2 * theta)


def uniform_density(theta):
    return 2 / np.pi


def ks_distance(values):
    """Largest distance from the uniform cumulative law on (0,1)."""
    ordered = np.sort(values)
    n = len(ordered)
    return np.max(np.abs(ordered - (np.arange(n) + 0.5) / n))


def emit(pos, surface, sampler):
    """Surface codes: 0 cylinder wall, 1 disc z=0, 2 far disc."""
    n = pos.shape[1]
    theta = sampler(n)
    phi = 2 * np.pi * rng.random(n)
    inward = np.cos(theta)
    side = np.sin(theta) * np.sin(phi)
    along = np.sin(theta) * np.cos(phi)
    nx, ny = -pos[0] / RADIUS, -pos[1] / RADIUS
    wall = surface == 0
    sign = np.where(surface == 1, 1.0, -1.0)
    return np.array([
        np.where(wall, inward * nx + side * ny, along),
        np.where(wall, inward * ny - side * nx, side),
        np.where(wall, along, sign * inward)])


def trace(pos, direction, length):
    """Next intersection with a closed cylinder."""
    x, y, z = pos
    dx, dy, dz = direction
    a = dx**2 + dy**2
    b = x * dx + y * dy
    c = x**2 + y**2 - RADIUS**2
    with np.errstate(divide="ignore", invalid="ignore"):
        t_wall = (-b + np.sqrt(np.maximum(b*b - a*c, 0))) / a
        t_end = np.where(dz > 0, length - z, -z) / dz
    wall = t_wall < t_end
    t = np.where(wall, t_wall, t_end)
    new = pos + t * direction
    surface = np.where(wall, 0, np.where(dz > 0, 2, 1))
    radial = np.hypot(new[0], new[1])
    scale = np.where(wall, RADIUS / np.maximum(radial, 1e-30), 1)
    new[:2] *= scale
    new[2] = np.where(surface == 1, 0,
                      np.where(surface == 2, length, new[2]))
    return new, surface


# Gas molecules hitting a wall in unit time, from positions and velocities.
n_gas = 2_000_000
velocity = rng.normal(size=(3, n_gas))
height = 6 * rng.random(n_gas)
hits = velocity[:, velocity[2] > height]
sin2_gas = (hits[0]**2 + hits[1]**2) / np.sum(hits**2, axis=0)
ks_gas = ks_distance(sin2_gas)
ks_limit = 2.2 / np.sqrt(hits.shape[1])
assert ks_gas < ks_limit
projected_sine = hits[0] / np.hypot(hits[0], hits[2])
ks_projected = ks_distance((projected_sine + 1) / 2)
assert ks_projected < ks_limit
ks_wrong = ks_distance(np.sin(uniform_angles(200_000))**2)
assert ks_wrong > 0.09

# A second construction: normal plus an isotropic random unit vector.
sphere = rng.normal(size=(3, 200_000))
sphere /= np.linalg.norm(sphere, axis=0)
sphere[2] += 1
sphere /= np.linalg.norm(sphere, axis=0)
ks_vector = ks_distance(sphere[0]**2 + sphere[1]**2)
assert ks_vector < 2.2 / np.sqrt(sphere.shape[1])


def angle_average(function, density):
    return quad(lambda t: function(t) * density(t), 0, np.pi/2)[0]


mean_cosine = angle_average(lambda t: t, cosine_density)
mean_uniform = angle_average(lambda t: t, uniform_density)
assert abs(mean_cosine - mean_uniform) < 1e-10
ten_degrees = np.deg2rad(10)
near_cos = quad(cosine_density, 0, ten_degrees)[0]
near_uni = quad(uniform_density, 0, ten_degrees)[0]
graze_cos = quad(cosine_density, np.pi/2-ten_degrees, np.pi/2)[0]
graze_uni = quad(uniform_density, np.pi/2-ten_degrees, np.pi/2)[0]

# Hop formula against ray intersections in a very long cylinder.
start = np.zeros((3, 1000))
start[0] = RADIUS
start[2] = 1000
rays = emit(start, np.zeros(1000, int), cosine_angles)
landed, landed_surface = trace(start, rays, 2000)
assert np.all(landed_surface == 0)
hop_formula = -rays[0] * rays[2] / (1 - rays[2]**2)
assert np.allclose(landed[2]-1000, hop_formula, rtol=1e-6, atol=1e-9)


def hop(theta, phi):
    axial = np.sin(theta) * np.cos(phi)
    return np.cos(theta) * axial / (1 - axial**2)


for theta in (0.3, 0.8, 1.25):
    first = quad(lambda p: abs(hop(theta, p)), 0, np.pi/2)[0]
    second = quad(lambda p: hop(theta, p)**2, 0, np.pi/2)[0]
    assert abs(first * 2/np.pi - 2*theta/np.pi) < 1e-8
    assert abs(second * 2/np.pi
               - np.sin(theta)**2/(2*np.cos(theta))) < 1e-8


def hop_tail(distance, density):
    """Probability of an axial hop beyond distance in one direction."""
    def integrand(theta):
        s, c = np.sin(theta), np.cos(theta)
        threshold = 2*distance / (s*(c+np.sqrt(c*c+4*distance**2)))
        return density(theta)*np.arccos(min(threshold, 1))/np.pi
    return quad(integrand, np.arctan(distance), np.pi/2,
                epsabs=1e-12, epsrel=1e-7, limit=200)[0]


def wall_to_disc(x):
    return (x*x + 0.5) / np.sqrt(x*x + 1) - x


for distance in (0.2, 1.0, 5.0):
    assert abs(hop_tail(distance, cosine_density)
               - wall_to_disc(distance)) < 1e-7
tail_cos = hop_tail(10, cosine_density)
tail_uni = hop_tail(10, uniform_density)
assert abs(hop_tail(20, cosine_density)*8*20**3 - 1) < 0.02
assert abs(hop_tail(20, uniform_density)*4*np.pi*20**2 - 1) < 0.02


def truncated_square(cutoff, density):
    """Mean of x**2 counting only hops shorter than cutoff."""
    integral = quad(lambda u: np.exp(2*u)*hop_tail(np.exp(u), density),
                    np.log(1e-4), np.log(cutoff),
                    epsabs=1e-7, epsrel=1e-6, limit=100)[0]
    return 4*integral - 2*cutoff**2*hop_tail(cutoff, density)


square_cos_10 = truncated_square(10, cosine_density)
square_cos_100 = truncated_square(100, cosine_density)
square_uni_10 = truncated_square(10, uniform_density)
square_uni_100 = truncated_square(100, uniform_density)
# At cutoff 100 the omitted cosine contribution is about 0.0075.
assert abs(square_cos_100 - 2/3) < 0.01
growth = square_uni_100 - square_uni_10
assert abs(growth - np.log(10)/np.pi) < 0.015


def closed_cylinder(sampler, n=800_000):
    """One bounce from uniform surface flux; length equals diameter."""
    surface = np.where(rng.random(n) < 1/3,
                       rng.integers(1, 3, n), 0)
    radius = np.where(surface == 0, RADIUS,
                      RADIUS*np.sqrt(rng.random(n)))
    azimuth = 2*np.pi*rng.random(n)
    z = np.where(surface == 0, rng.random(n), surface == 2)
    pos = np.array([radius*np.cos(azimuth), radius*np.sin(azimuth), z])
    new, hit = trace(pos, emit(pos, surface, sampler), 1.0)
    wall = hit == 0
    edge = np.minimum(new[2, wall], 1-new[2, wall])
    area = (new[0, ~wall]**2 + new[1, ~wall]**2)/RADIUS**2
    counts = np.r_[np.histogram(edge, bins=5, range=(0, 0.5))[0],
                   np.histogram(area, bins=5, range=(0, 1+1e-12))[0]]
    share = np.r_[np.full(5, 2/15), np.full(5, 1/15)]
    sigma = np.sqrt(n*share*(1-share))
    return counts/(n*share), np.max(np.abs(counts-n*share)/sigma)


can_cos, can_dev_cos = closed_cylinder(cosine_angles)
can_uni, can_dev_uni = closed_cylinder(uniform_angles)
assert can_dev_cos < 5
assert can_dev_uni > 10
assert can_uni[0] > 1.03

# Blind hole: wall and floor have the same constant sticking probability.
depth = 10
beta = 0.05
n_entering = 400_000


def blind_hole(sampler):
    n = n_entering
    azimuth = 2*np.pi*rng.random(n)
    radius = RADIUS*np.sqrt(rng.random(n))
    pos = np.array([radius*np.cos(azimuth), radius*np.sin(azimuth),
                    np.zeros(n)])
    direction = emit(pos, np.ones(n, int), cosine_angles)
    identity = np.arange(n)
    floor_hits = np.zeros(n)
    wall_hits = np.zeros(depth)
    while len(identity):
        pos, surface = trace(pos, direction, depth)
        floor_hits[identity[surface == 2]] += 1
        wall_hits += np.histogram(pos[2, surface == 0],
                                  bins=depth, range=(0, depth))[0]
        alive = (surface != 1) & (rng.random(len(identity)) > beta)
        pos, surface = pos[:, alive], surface[alive]
        identity = identity[alive]
        direction = emit(pos, surface, sampler)
    error = np.std(floor_hits)/np.sqrt(n)
    return np.mean(floor_hits), error, wall_hits/(4*n)


floor_cos, error_cos, wall_cos = blind_hole(cosine_angles)
floor_uni, error_uni, wall_uni = blind_hole(uniform_angles)

# Ring exchange for cosine emission, using integrated view factors.
n_rings = 200
width = depth/n_rings


def integrated_view(x):
    return (x*np.sqrt(x*x+1)-x*x)/2


edges = np.arange(n_rings+1)*width
to_disc = np.diff(integrated_view(edges))/width
exchange = np.zeros((n_rings+1, n_rings+1))
for i in range(n_rings):
    for j in range(n_rings):
        gap = abs(i-j)
        exchange[i, j] = (1-2*to_disc[0] if gap == 0
                          else to_disc[gap-1]-to_disc[gap])
exchange[:-1, -1] = to_disc[::-1]
exchange[-1, :-1] = 4*width*to_disc[::-1]
direct_floor = 1-4*integrated_view(depth)
from_mouth = np.r_[to_disc, direct_floor]


def ring_flux(sticking):
    matrix = np.eye(n_rings+1)-(1-sticking)*exchange
    return np.linalg.solve(matrix, from_mouth)


assert np.max(np.abs(ring_flux(0)-1)) < 1e-8
ring_solution = ring_flux(beta)
floor_ring = ring_solution[-1]
wall_ring = ring_solution[:-1].reshape(depth, -1).mean(axis=1)
# One percent allows for finite rings and a floor treated as one zone.
assert abs(floor_cos-floor_ring) < 4*error_cos+0.01*floor_ring
# Repeated hits by one molecule make deep-bin errors about one percent.
assert np.max(np.abs(wall_cos/wall_ring-1)) < 0.06
combined_error = np.hypot(error_cos, error_uni)
assert floor_uni-floor_cos > 5*combined_error
beta_apparent = brentq(lambda b: ring_flux(b)[-1]-floor_uni,
                       1e-5, beta)
assert beta_apparent < beta

print(f"Gas molecules hitting test wall: {hits.shape[1]}")
print(f"KS distance, gas sin^2(theta) from uniform: {ks_gas:.5f}")
print(f"KS acceptance limit for gas test: {ks_limit:.5f}")
print(f"KS distance, projected sine: {ks_projected:.5f}")
print(f"KS distance, normal-plus-vector method: {ks_vector:.5f}")
print(f"KS distance, uniform theta: {ks_wrong:.4f}")
print(f"Mean angle, cosine law: {np.rad2deg(mean_cosine):.3f} deg")
print(f"Mean angle, uniform theta: {np.rad2deg(mean_uniform):.3f} deg")
print(f"Fraction below 10 deg, cosine law: {near_cos:.5f}")
print(f"Fraction below 10 deg, uniform theta: {near_uni:.5f}")
print(f"Fraction above 80 deg, cosine law: {graze_cos:.5f}")
print(f"Fraction above 80 deg, uniform theta: {graze_uni:.5f}")
print(f"One-sided hop probability beyond 10 D, cosine: {tail_cos:.4e}")
print(f"One-sided hop probability beyond 10 D, uniform: {tail_uni:.4e}")
print(f"Tail probability ratio, uniform/cosine: {tail_uni/tail_cos:.3f}")
print(f"Mean square hop below 10 D, cosine: {square_cos_10:.4f} D^2")
print(f"Mean square hop below 100 D, cosine: {square_cos_100:.4f} D^2")
print(f"Mean square hop below 10 D, uniform: {square_uni_10:.4f} D^2")
print(f"Mean square hop below 100 D, uniform: {square_uni_100:.4f} D^2")
print(f"Uniform-theta growth from 10 D to 100 D: {growth:.4f} D^2")
print(f"Predicted logarithmic growth: {np.log(10)/np.pi:.4f} D^2")
print("Closed cylinder length: 1 D; relative flux after one bounce")
print("Wall zones from corner to middle, cosine:", np.round(can_cos[:5], 4))
print("Wall zones from corner to middle, uniform:", np.round(can_uni[:5], 4))
print("Cap zones from center to edge, cosine:", np.round(can_cos[5:], 4))
print("Cap zones from center to edge, uniform:", np.round(can_uni[5:], 4))
print(f"Largest deviation, cosine: {can_dev_cos:.2f} standard errors")
print(f"Largest deviation, uniform: {can_dev_uni:.2f} standard errors")
print(f"Blind-hole depth: {depth} D")
print(f"Sticking probability beta: {beta:.3f}")
print(f"Molecules entering per calculation: {n_entering}")
print(f"Direct mouth-to-floor probability: {direct_floor:.6f}")
for k in (0, 4, 9):
    print(f"Wall flux {k}-{k+1} D, ring exchange: {wall_ring[k]:.4f}")
    print(f"Wall flux {k}-{k+1} D, cosine rays: {wall_cos[k]:.4f}")
    print(f"Wall flux {k}-{k+1} D, uniform theta: {wall_uni[k]:.4f}")
print(f"Relative floor flux, ring exchange: {floor_ring:.5f}")
print(f"Relative floor flux, cosine rays: {floor_cos:.5f}")
print(f"Standard error, cosine floor flux: {error_cos:.5f}")
print(f"Relative floor flux, uniform theta: {floor_uni:.5f}")
print(f"Standard error, uniform floor flux: {error_uni:.5f}")
print(f"Floor flux ratio, uniform/cosine rays: {floor_uni/floor_cos:.3f}")
print(f"Apparent sticking in correct cosine model: {beta_apparent:.5f}")
print(f"Apparent/true sticking ratio: {beta_apparent/beta:.3f}")
print("finished without a failed check")
```

Running it gives:

```
Gas molecules hitting test wall: 132640
KS distance, gas sin^2(theta) from uniform: 0.00166
KS acceptance limit for gas test: 0.00604
KS distance, projected sine: 0.00175
KS distance, normal-plus-vector method: 0.00199
KS distance, uniform theta: 0.1061
Mean angle, cosine law: 45.000 deg
Mean angle, uniform theta: 45.000 deg
Fraction below 10 deg, cosine law: 0.03015
Fraction below 10 deg, uniform theta: 0.11111
Fraction above 80 deg, cosine law: 0.03015
Fraction above 80 deg, uniform theta: 0.11111
One-sided hop probability beyond 10 D, cosine: 1.2376e-04
One-sided hop probability beyond 10 D, uniform: 7.9256e-04
Tail probability ratio, uniform/cosine: 6.404
Mean square hop below 10 D, cosine: 0.5921 D^2
Mean square hop below 100 D, cosine: 0.6592 D^2
Mean square hop below 10 D, uniform: 0.7595 D^2
Mean square hop below 100 D, uniform: 1.4912 D^2
Uniform-theta growth from 10 D to 100 D: 0.7317 D^2
Predicted logarithmic growth: 0.7329 D^2
Closed cylinder length: 1 D; relative flux after one bounce
Wall zones from corner to middle, cosine: [0.9981 0.9999 0.9964 1.0039 1.0051]
Wall zones from corner to middle, uniform: [1.176  1.0112 0.9777 0.973  0.9665]
Cap zones from center to edge, cosine: [0.9964 0.994  1.0035 0.9976 1.0016]
Cap zones from center to edge, uniform: [0.9212 0.8804 0.8957 0.938  1.1559]
Largest deviation, cosine: 1.78 standard errors
Largest deviation, uniform: 61.75 standard errors
Blind-hole depth: 10 D
Sticking probability beta: 0.050
Molecules entering per calculation: 400000
Direct mouth-to-floor probability: 0.002488
Wall flux 0-1 D, ring exchange: 0.6534
Wall flux 0-1 D, cosine rays: 0.6528
Wall flux 0-1 D, uniform theta: 0.7102
Wall flux 4-5 D, ring exchange: 0.1250
Wall flux 4-5 D, cosine rays: 0.1237
Wall flux 4-5 D, uniform theta: 0.1211
Wall flux 9-10 D, ring exchange: 0.0339
Wall flux 9-10 D, cosine rays: 0.0336
Wall flux 9-10 D, uniform theta: 0.0472
Relative floor flux, ring exchange: 0.03711
Relative floor flux, cosine rays: 0.03746
Standard error, cosine floor flux: 0.00060
Relative floor flux, uniform theta: 0.05587
Standard error, uniform floor flux: 0.00069
Floor flux ratio, uniform/cosine rays: 1.492
Apparent sticking in correct cosine model: 0.03846
Apparent/true sticking ratio: 0.769
finished without a failed check
```
